Exchange Energy of Closed-Shell Atoms from Slater Integrals: Neon

Q: Before any reduction, what energy do you mean by exchange, and for which wavefunction?

A: I mean the exchange part of the electron repulsion in a single Slater determinant of orthonormal spin orbitals. For two spin orbitals ψᵢ and ψⱼ, the state (ψᵢψⱼ − ψⱼψᵢ)/√2 has a repulsion equal to a direct integral minus an integral with the two orbitals interchanged. A larger determinant gives the sum of this over all pairs. Written as half a sum over ordered pairs, the interchanged part is

E_x = −½ Σᵢⱼ (ij|ji),

(ij|ji) = ∫∫ ψᵢ*(1)ψⱼ(1) (1/r₁₂) ψⱼ*(2)ψᵢ(2) d1 d2.

I use hartree atomic units, and d1 includes the spin sum. The terms i = j are included; they cancel equal terms of opposite sign in the direct energy.

The spin sum for electron 1 vanishes unless ψᵢ and ψⱼ have the same spin. If every spatial orbital φ is doubly occupied, each ordered pair of spatial orbitals appears once for spin up and once for spin down. The factor 2 removes the ½:

E_x = −Σ_{φ,φ′} ∫∫ φ*(1)φ′(1) (1/r₁₂) φ′*(2)φ(2) d³r₁ d³r₂.

Q: Neon has five spatial orbitals, so that is 25 six-dimensional integrals. Why should only radial ones survive?

A: Because its subshells are filled. Let a denote a subshell (n, l_a), with orbitals R_a(r)Y_lm, where R_a is real and the same for every m and both spins. In the sum over m, the orbitals of a enter only through

γ_a(2,1) = R_a(r₂)R_a(r₁) Σ_m Y_lm(2)Y*_lm(1).

It is convenient to use C_lm = √(4π/(2l+1)) Y_lm, with the standard phases. At the north pole C_lm = δ_m0: components with m ≠ 0 contain a factor sin^|m| θ, while C_l0 = P_l(cos θ) and P_l(1) = 1.

Q: The individual Y_lm still depend on the choice of axis.

A: Their sum does not. A rotation mixes the C_lm of fixed l by a unitary matrix U. If both directions are rotated together, then

Σ_m C*_lm(1)C_lm(2) → Σ_{μν} [Σ_m U*_mμ U_mν] C*_lμ(1)C_lν(2) = Σ_μ C*_lμ(1)C_lμ(2).

The sum therefore depends only on the angle γ between the directions. Rotate direction 1 to the pole; only m = 0 remains, and the value is P_l(cos γ). Restoring the normalization of Y_lm gives

γ_a(2,1) = R_a(r₂)R_a(r₁) (2l_a+1)P_la(cos γ)/(4π).

Here P_la is the Legendre polynomial of degree l_a.

Q: The repulsion also depends on γ. How do you separate its radial part?

A: Call the two radii r and s, and let r_< and r_> be the smaller and larger. With t = r_</r_> and x = cos γ,

r₁₂² = r² + s² − 2rsx = r_>²(1 − 2tx + t²).

The Legendre generating function, 1/√(1−2tx+t²) = Σ_k t^k P_k(x), then gives

1/r₁₂ = Σ_k [r_<^k/r_>^(k+1)] P_k(x).

The whole angular integrand is now a function f(x). For each direction 1, measure direction 2 from it. The azimuth gives 2π, and integrating over direction 1 gives 4π:

∫∫ f(cos γ) dΩ₁dΩ₂ = 8π² ∫₋₁¹ f(x) dx.

The two density-matrix factors contribute (2l_a+1)(2l_b+1)/(16π²). Multiplication by 8π² leaves half their numerator, so

E_x = −Σ_a Σ_b (2l_a+1)(2l_b+1) Σ_k A_k(a,b) G^k(a,b),

A_k(a,b) = ½ ∫₋₁¹ P_la(x)P_k(x)P_lb(x) dx.

For the radial part, set P_a(r) = rR_a(r), a radial function not to be confused with a Legendre polynomial. The volume factors r² and s² are absorbed, and

G^k(a,b) = ∫₀^∞∫₀^∞ P_a(r)P_b(r) [r_<^k/r_>^(k+1)] P_a(s)P_b(s) dr ds.

This is the Slater integral R^k(ab;ba). For a = b it is also called F^k(a,a). The sums over a and b are independent, so an unlike pair occurs twice.

Q: You promised squared 3j symbols, and I see an integral of three Legendre polynomials. Are they really the same?

A: They are, and it follows from rotational invariance. Consider the spherical average

T_{mqm′} = (1/4π) ∫ C_lm C_kq C_l′m′ dΩ.

Rotating all three functions cannot change an average over the sphere. Hence T is unchanged when the matrices U act on its three indices together.

There is at most one such tensor, up to a factor. Coupling l and k produces each total angular momentum from |l−k| to l+k once, and an invariant requires that total to be l′. The 3j symbol

w_{mqm′} = (l k l′; m q m′),

with the upper row before the semicolon, is this invariant tensor normalized by Σw² = 1. It can be chosen real, because the angular-momentum operators J_z and J_±, which must annihilate it, have real matrix elements in the standard basis. If l, k and l′ violate the triangle rule, no invariant exists, and both T and the 3j symbol are zero.

Q: That gives T = A w. It doesn't give A.

A: To find A, contract w with three functions at the same direction n:

S(n) = Σ_{mqm′} w_{mqm′} C_lm(n)C_kq(n)C_l′m′(n).

Write 𝒰 for the simultaneous action of the three matrices U. Invariance says 𝒰w = w, so 𝒰†w = w. Taking the complex conjugate and using the reality of w gives 𝒰ᵀw = w. This is the condition for S to have the same value after n is rotated, so S is constant. At the pole only m = q = m′ = 0 survives, and S = w₀₀₀.

Now average S over the sphere. A constant equals its average, so

w₀₀₀ = Σ w_{mqm′}T_{mqm′} = A Σw² = A.

Thus T_{mqm′} = w₀₀₀w_{mqm′}. Set all three lower indices to zero. Since C_l0 = P_l, and the azimuth turns 1/4π into ½,

½ ∫₋₁¹ P_l P_k P_l′ dx = (l k l′; 0 0 0)².

The exchange energy is therefore

E_x = −Σ_a Σ_b (2l_a+1)(2l_b+1) Σ_k (l_a k l_b; 0 0 0)² G^k(a,b).

Q: Does the sum over k stop?

A: Yes. A Legendre polynomial is orthogonal to every polynomial of lower degree, so the triple integral vanishes if one degree exceeds the sum of the other two. Also P_n(−x) = (−1)^n P_n(x), so l_a + k + l_b must be even. What remains is

k = |l_a−l_b|, |l_a−l_b|+2, …, l_a+l_b.

Q: For unlike orbitals P_aP_b can change sign, as it does for 1s with 2s, where the 2s function has a radial node. Could some G^k be negative and raise the energy?

A: No. Let ρ = P_aP_b and rewrite the kernel with an auxiliary radius u:

r_<^k/r_>^(k+1) = (2k+1) r^k s^k ∫_{r_>}^∞ u^(−2k−2) du.

The integral on the right is r_>^(−2k−1)/(2k+1), which confirms the identity. For a given u, both r and s must lie below u. Exchanging the order of integration gives

G^k(a,b) = (2k+1) ∫₀^∞ u^(−2k−2) [∫₀^u ρ(s)s^k ds]² du ≥ 0.

Every pair contribution to E_x is thus negative or zero. For k = 0 the bracket is the overlap charge inside u. It tends to 1 when a = b, but to 0 for 1s with 2s, because those functions are orthogonal. The 1s–2s monopole integral therefore lacks the outer 1/u² tail present in a like-shell integral.

Q: Let us have neon. Which coefficients occur?

A: The subshells are 1s, 2s and 2p. For two s shells, k = 0 and the triple integral is ½∫dx = 1. For s with p, k = 1 and it is ½∫x²dx = 1/3. For p with p, use x² = ⅓P₀ + ⅔P₂. Since ½∫P₂²dx = 1/5,

k = 0: ½∫x²dx = 1/3,

k = 2: ½∫x²P₂dx = (2/3)(1/5) = 2/15.

An ordered s–p pair has weight 1·3·(1/3) = 1, hence 2 for both orders. The p–p weights are 9·(1/3) = 3 and 9·(2/15) = 6/5. Therefore

−E_x = F⁰(1s,1s) + F⁰(2s,2s) + 2G⁰(1s,2s) + 2G¹(1s,2p) + 2G¹(2s,2p) + 3F⁰(2p,2p) + (6/5)F²(2p,2p).

Seven radial integrals replace the 25 orbital-pair integrals.

Q: Where do the radial functions come from, and how do you integrate across the kink at r = s?

A: The functions come from a restricted Hartree–Fock calculation of the free atom with a point nucleus, using 22 s and 15 p Gaussian exponents. Relativity and electron correlation are left out.

For the kink, note that the regions s < r and s > r contribute equally. Take twice the first and put s = rt. Then ds = r dt and (s^k/r^(k+1))ds = t^k dt, so

G^k(a,b) = 2 ∫₀^∞ dr ρ(r) ∫₀¹ dt t^k ρ(rt).

Neither integrand has a kink left. The results, in hartree, are:

F⁰(1s,1s) = 5.97174
F⁰(2s,2s) = 1.02187
G⁰(1s,2s) = 0.10334
G¹(1s,2p) = 0.14633
G¹(2s,2p) = 0.59875
F⁰(2p,2p) = 0.96826
F²(2p,2p) = 0.42760

I keep five decimals here so that the addition can be followed. The p–p contribution to −E_x is

3(0.96826) + 1.2(0.42760) = 2.90478 + 0.51312 = 3.41790.

With the other terms in the order of the neon formula,

−E_x = 5.97174 + 1.02187 + 0.20668 + 0.29266 + 1.19750 + 3.41790 = 12.10835.

Thus E_x ≈ −12.108 hartree, or −329.5 eV.

Q: How much of that would survive a different basis, or a different method of integration?

A: With 17 s and 11 p exponents the exchange energy changes by 0.00004 hartree. That is an indication of basis convergence, not a bound on the remaining error, and it says nothing about the omitted relativity. A scalar-relativistic one-electron Hamiltonian shifts E_x by about −0.02 hartree (−0.6 eV), more than the last digits shown, so those digits belong to the non-relativistic model.

The angular reduction is tested separately. Exchange matrices built from three-dimensional Gaussian integrals, without 3j symbols, reproduce each neon subshell-pair contribution and the total. A further test fills s, p, d and f shells with arbitrary Gaussian radial functions, where k reaches 6. Both routes give −22.385661 hartree. Those functions solve no atomic equation, which illustrates that the reduction needs filled shells of orthonormal orbitals and not Hartree–Fock orbitals. With one normalized function per l, orthogonality is automatic here; two shells of the same l must have orthogonal radial functions.

Q: How much of neon's exchange is merely an electron not repelling itself?

A: That can be answered once the orbitals are specified. Take real p orbitals. For p_z the angular density is

(3/4π)cos²θ = (1/4π)[1 + 2P₂(cos θ)].

In its self-repulsion, the constant terms give F⁰. For the quadrupole terms, expand P₂(cos γ) by the addition theorem. Orthogonality of the C_2m gives

∫ P₂(cos γ)P₂(cos θ₂)dΩ₂ = (4π/5)P₂(cos θ₁).

The remaining integral of P₂² over direction 1 is another 4π/5. Hence the coefficient of F² is

(2/4π)²(4π/5)² = 4/25,

and the p_z self-repulsion is F⁰ + (4/25)F². The other multipoles vanish by orthogonality, and p_x and p_y give the same value by rotation.

Each spatial orbital holds two electrons, and the ½ in E_x removes that factor. The self-interaction part is

E_self = −[F⁰(1s,1s) + F⁰(2s,2s) + 3F⁰(2p,2p) + (12/25)F²(2p,2p)]

= −[5.97174 + 1.02187 + 2.90478 + 0.20525] = −10.10364 hartree.

This is 83.4 percent of E_x, for the canonical 1s and 2s orbitals and real p orbitals. It cancels the same amount of self-repulsion in the Hartree energy, which is 66.147 hartree. The other −2.005 hartree couples different orbitals of equal spin.

Q: Would complex p orbitals give the same division?

A: No. The m = 0 orbital is p_z, but for m = ±1 the angular density is

(3/8π)sin²θ = (1/4π)[1 − P₂(cos θ)].

The P₂ amplitude is half as large in magnitude, so the F² coefficient is 1/25. The three orbitals together give 3F⁰ + (6/25)F², instead of 3F⁰ + (12/25)F². The total exchange energy is unchanged, because a unitary change of orbitals within the shell leaves γ_a unchanged. For the same reason each subshell-pair contribution is independent of this choice; what depends on it is the division of the p–p term into self-interaction and inter-orbital parts. Mixing occupied orbitals of different subshells also leaves the total unchanged but moves the share: sp³ hybrids of 2s and 2p give about 88 percent, and an equal mixture of 1s and 2s about 68 percent.

Q: For an open p shell, could I keep the formula and scale it by the occupation?

A: Not in general. Suppose p_z alone is doubly occupied. Its exchange is

−[F⁰ + (4/25)F²].

A filled p shell has −[3F⁰ + (6/5)F²]. Exchange is quadratic in the density matrix, so scaling each occupation by 1/3 multiplies this by 1/9:

−[F⁰/3 + (2/15)F²].

That describes a density matrix spread equally over three directions, not one occupied p_z orbital. For a Gaussian p function with exponent 0.9 bohr⁻², F⁰ = 0.80286 and F² = 0.44603 hartree. The true value is

−[0.80286 + 0.16(0.44603)] = −0.8742 hartree,

whereas the scaled expression gives −0.3271 hartree. This model orbital is not neon's 2p orbital.

Q: Must both spins be filled, then?

A: No. Exchange separates into two spin contributions, and the angular argument needs all m to be filled within the spin considered. For each spin, sum over its own filled subshells with its own radial functions, and put ½ in front of the closed-shell expression. A half-filled p shell with three parallel spins is therefore covered. A p shell with one or two electrons of a given spin is not, because its density matrix for that spin singles out directions.

Q: What does this have to do with hybrid functionals?

A: A global hybrid includes a fixed fraction of this same orbital expression. For a closed-shell atom whose orbitals have the assumed form, the angular weights are unchanged. The radial functions come from the hybrid calculation itself, so the Slater integrals need not equal the Hartree–Fock values given here.

Table of computed values

```
Neon, restricted Hartree-Fock, point nucleus, non-relativistic
Large basis: 22 s and 15 p exponents
Small basis: 17 s and 11 p exponents
Total energy, large basis: -128.54705 hartree
Total energy, small basis: -128.54688 hartree
Virial ratio -V/T: 2.000001
Orbital energy 1s: -32.7724 hartree
Orbital energy 2s: -1.9304 hartree
Orbital energy 2p: -0.8504 hartree
Slater integrals; weight includes both orders of unlike pairs
G^0(1s,1s) = 5.97174 hartree, 3j^2 = 1.00000, weight = 1.0000
G^0(1s,2s) = 0.10334 hartree, 3j^2 = 1.00000, weight = 2.0000
G^1(1s,2p) = 0.14633 hartree, 3j^2 = 0.33333, weight = 2.0000
G^0(2s,2s) = 1.02187 hartree, 3j^2 = 1.00000, weight = 1.0000
G^1(2s,2p) = 0.59875 hartree, 3j^2 = 0.33333, weight = 2.0000
G^0(2p,2p) = 0.96826 hartree, 3j^2 = 0.33333, weight = 3.0000
G^2(2p,2p) = 0.42760 hartree, 3j^2 = 0.13333, weight = 1.2000
Exchange contributions of subshell pairs
1s-1s: -5.97174 hartree
1s-2s: -0.20669 hartree
1s-2p: -0.29265 hartree
2s-2s: -1.02187 hartree
2s-2p: -1.19750 hartree
2p-2p: -3.41790 hartree
Exchange energy, radial formula: -12.10835 hartree
Exchange energy, 3D integrals: -12.10835 hartree
Difference of the two: 6.9e-14 hartree
Exchange energy, small basis: -12.10831 hartree
Exchange energy converted: -329.48 eV
Hartree energy: 66.14730 hartree
Self-interaction part of exchange: -10.10364 hartree
Part between different orbitals: -2.00471 hartree
Self-interaction share: 83.44 percent
Test with filled s, p, d, f Gaussian shells, exponents in bohr^-2:
1.3, 0.9, 1.1, 0.7
Radial formula: -22.38566098 hartree
3D integrals: -22.38566098 hartree
Only p_z filled, exponent 0.9 bohr^-2:
F^0 = 0.80286 hartree, F^2 = 0.44603 hartree
True exchange, 3D integrals: -0.87422 hartree
Scaled closed-shell formula: -0.32709 hartree
```
